# Leading image-charge correction for a triply charged defect in a cubic supercell: test program

```python
# Result under test: the leading image-charge correction of a charged defect,
#   E_corr = alpha * k * q^2 / (2 * eps * L),
# is added to the energy of a simple cubic supercell with neutralizing background.
# q: charge in units of e; L: cell edge in angstrom; eps: relative permittivity;
# k: e^2/(4 pi eps0) in eV angstrom; alpha: simple cubic lattice constant (number).
# s: standard deviation per axis of a Gaussian test charge, in angstrom.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc

k = const.e / (4 * np.pi * const.epsilon_0) * 1e10
q, L, eps, s = -3, 12.0, 9.0, 1.0


def squared_lengths(nmax):
    """Squared lengths of all nonzero integer vectors in a cube."""
    a = np.arange(-nmax, nmax + 1)
    x, y, z = np.meshgrid(a, a, a, indexing="ij")
    n2 = (x**2 + y**2 + z**2).ravel()
    return n2[n2 > 0]


def alpha_ewald(eta):
    """Lattice constant for unit edge and splitting parameter eta."""
    n2 = squared_lengths(8).astype(float)
    n = np.sqrt(n2)
    real = np.sum(erfc(eta * n) / n)
    recip = np.sum(np.exp(-np.pi**2 * n2 / eta**2) / (np.pi * n2))
    return -(real + recip - np.pi / eta**2 - 2 * eta / np.sqrt(np.pi))


def correction(charge, edge, permittivity, alpha):
    return alpha * k * charge**2 / (2 * permittivity * edge)


alpha = alpha_ewald(np.sqrt(np.pi))
alpha_other = alpha_ewald(2.4)
assert abs(alpha - alpha_other) < 1e-11

# Mean of the short-range potential, by radial quadrature.
eta_test = 1.3
short_integral = quad(lambda r: 4 * np.pi * r * erfc(eta_test * r), 0, 12)[0]
assert abs(short_integral - np.pi / eta_test**2) < 1e-8

# Lattice constant from neutral cells: point charge minus uniform unit cube.
nodes, weights = np.polynomial.legendre.leggauss(10)
nodes, weights = nodes / 2, weights / 2
X, Y, Z = np.meshgrid(nodes, nodes, nodes, indexing="ij")
W = np.einsum("i,j,k->ijk", weights, weights, weights)


def outer_cells(nmax):
    """Potential at the origin from all neutral cells except the home cell."""
    total = 0.0
    for i in range(nmax + 1):
        for j in range(nmax + 1):
            for m in range(nmax + 1):
                if i == j == m == 0:
                    continue
                copies = 2 ** ((i > 0) + (j > 0) + (m > 0))
                dist = np.sqrt((X + i)**2 + (Y + j)**2 + (Z + m)**2)
                cube = np.sum(W / dist)
                total += copies * (1 / np.sqrt(i*i + j*j + m*m) - cube)
    return total


# Six pyramids with apex at the centre give the home cube without singularity.
u, wu = np.polynomial.legendre.leggauss(24)
U, V = np.meshgrid(u, u)
home_cube = 0.75 * np.sum(np.outer(wu, wu) / np.sqrt(1 + U**2 + V**2))
n_small, n_large = 6, 12
sum_small, sum_large = outer_cells(n_small), outer_cells(n_large)
# The truncation error falls as the inverse square of the outer half-edge.
h_small, h_large = (n_small + 0.5)**2, (n_large + 0.5)**2
outer = (h_large * sum_large - h_small * sum_small) / (h_large - h_small)
second_moment = -np.sum(W * (X**2 + Y**2 + Z**2))
mean_potential = -2 * np.pi / 3 * second_moment
alpha_cells = home_cube - outer + mean_potential
# Tolerance covers the remaining inverse-fourth-power truncation error.
assert abs(alpha_cells - alpha) < 5e-5

# Screening: minimize field plus polarization energy of one Fourier mode.
chi = (eps - 1) / (4 * np.pi)
D = 0.7
mode = minimize_scalar(lambda p: 2*np.pi*(D - p)**2 + p**2 / (2*chi))
screening_ratio = 2 * np.pi * D**2 / mode.fun
assert abs(screening_ratio - eps) < 1e-6


def gaussian_energies(edge):
    """Periodic and isolated energy of the same screened Gaussian charge."""
    nmax = int(np.ceil(6 * edge / (2 * np.pi * s)))
    G2 = (2 * np.pi / edge)**2 * squared_lengths(nmax)
    lattice_sum = np.sum(4 * np.pi * np.exp(-G2 * s**2) / G2) / edge**3
    periodic = k * q**2 / (2 * eps) * lattice_sum

    def integrand(r):
        density = np.exp(-r**2 / (2*s**2)) / (2*np.pi*s**2)**1.5
        return 4 * np.pi * r * density * erf(r / (np.sqrt(2) * s))

    self_integral = quad(integrand, 0, 12 * s, epsabs=1e-12)[0]
    return periodic, k * q**2 / (2 * eps) * self_integral


gaussian = {}
for edge in (L, 2 * L):
    periodic, isolated = gaussian_energies(edge)
    next_term = -2 * np.pi * k * q**2 * s**2 / (eps * edge**3)
    difference = isolated - periodic
    predicted = correction(q, edge, eps, alpha) + next_term
    assert abs(difference - predicted) < 1e-7
    assert difference > 0
    gaussian[edge] = (periodic, isolated, difference, next_term)

E_corr = correction(q, L, eps, alpha)
assert abs(E_corr - 1.70) < 0.005

print(f"charge q = {q} e")
print(f"cell edge L = {L:.1f} angstrom")
print(f"relative permittivity = {eps:.1f}")
print(f"Coulomb constant k = {k:.5f} eV angstrom")
print("shells for alpha: n^2, vectors, real sum, reciprocal sum")
all_n2 = squared_lengths(3)
partial = 3.0
for n2 in (1, 2, 3):
    count = int(np.sum(all_n2 == n2))
    real = count * erfc(np.sqrt(np.pi * n2)) / np.sqrt(n2)
    recip = count * np.exp(-np.pi * n2) / (np.pi * n2)
    partial -= real + recip
    print(f"  {n2}  {count:2d}  {real:.6f}  {recip:.6f}")
assert abs(partial - alpha) < 5e-5
print(f"alpha from three shells = {partial:.6f}")
print(f"alpha, converged = {alpha:.6f}")
print(f"alpha, other splitting (eta L = 2.4) = {alpha_other:.6f}")
print(f"neutral cells: home cube potential = {home_cube:.6f} (unit edge)")
print(f"neutral cells: outer cells = {outer:.6f} (unit edge)")
print(f"neutral cells: mean potential = {mean_potential:.6f} (unit edge)")
print(f"alpha from neutral cells = {alpha_cells:.5f}")
print(f"screening ratio from minimization = {screening_ratio:.6f}")
print(f"leading correction = {E_corr:.4f} eV")
print(f"same, |q| = 1: {correction(1, L, eps, alpha):.4f} eV")
print(f"same, permittivity 1: {correction(q, L, 1.0, alpha):.4f} eV")
print(f"same, edge {2*L:.0f} angstrom: "
      f"{correction(q, 2*L, eps, alpha):.4f} eV")
print(f"Gaussian width s = {s:.1f} angstrom")
for edge, values in gaussian.items():
    periodic, isolated, difference, next_term = values
    print(f"Gaussian, edge {edge:.0f} angstrom:")
    print(f"  periodic energy = {periodic:.4f} eV")
    print(f"  isolated energy = {isolated:.4f} eV")
    print(f"  isolated minus periodic = {difference:.4f} eV")
    print(f"  next term = {next_term:.4f} eV")
print("success")
```

Running it gives:

```
charge q = -3 e
cell edge L = 12.0 angstrom
relative permittivity = 9.0
Coulomb constant k = 14.39965 eV angstrom
shells for alpha: n^2, vectors, real sum, reciprocal sum
  1   6  0.073133  0.082533
  2  12  0.003333  0.003567
  3   8  0.000065  0.000068
alpha from three shells = 2.837301
alpha, converged = 2.837297
alpha, other splitting (eta L = 2.4) = 2.837297
neutral cells: home cube potential = 2.380077 (unit edge)
neutral cells: outer cells = 0.066379 (unit edge)
neutral cells: mean potential = 0.523599 (unit edge)
alpha from neutral cells = 2.83730
screening ratio from minimization = 9.000000
leading correction = 1.7023 eV
same, |q| = 1: 0.1891 eV
same, permittivity 1: 15.3210 eV
same, edge 24 angstrom: 0.8512 eV
Gaussian width s = 1.0 angstrom
Gaussian, edge 12 angstrom:
  periodic energy = 2.4121 eV
  isolated energy = 4.0621 eV
  isolated minus periodic = 1.6500 eV
  next term = -0.0524 eV
Gaussian, edge 24 angstrom:
  periodic energy = 3.2174 eV
  isolated energy = 4.0621 eV
  isolated minus periodic = 0.8446 eV
  next term = -0.0065 eV
success
```
